**Hydrogen 1s in a magnetic field: the series through B⁴**

The program tests E(B) = −1/2 + B²/4 − 53B⁴/192 + O(B⁶) for a fixed nucleus without spin, where E is the energy in hartree and B the field in atomic units. It asserts, at sample points in Cartesian coordinates, that the closed-form first-order function F·ψ₀ satisfies its equation, where ψ₀ is the undisturbed 1s state. It also asserts the expansion of the kinetic energy in the field for one function with m = 0 and one with m = 1. Independently, it diagonalizes the Hamiltonian in a Laguerre basis and asserts that the B², B⁴ and B⁶ coefficients extracted from the energies agree with 1/4, −53/192 and 5581/4608 within stated tolerances. A basis restricted to l = 0 reproduces that channel's share of the B⁴ coefficient, −43/192. The eigenvectors confirm that the atom shrinks both across and along the field. The printed table shows that the series through B⁴ is close at B = 0.1, and that at B = 0.5 adding the B⁶ term makes the energy worse.

## Verification by program

```python
"""Hydrogen 1s in a uniform magnetic field B along z (Hartree atomic units).

Result under test: E(B) = -1/2 + B^2/4 - 53 B^4/192 + O(B^6),
for a fixed nucleus, without spin, in the symmetric gauge.
V = (x^2+y^2)/8 multiplies t = B^2. The first-order wave function is
F*psi0, psi0 = exp(-r)/sqrt(pi), F = f0(r) + f2(r) P2(cos theta).
Independent road: diagonalization in a Laguerre basis with even l, m = 0.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.special import roots_laguerre, eval_genlaguerre, eval_legendre
from scipy.constants import physical_constants

# ---------- perturbation theory with the closed-form F ----------
r = sp.symbols("r", positive=True)
c = sp.symbols("c", real=True)              # cos(theta)
P2 = (3*c**2 - 1)/2
f0 = sp.Rational(11, 24) - r**2/12 - r**3/36
f2 = r**2/24 + r**3/36
F = f0 + f2*P2
V = r**2*(1 - c**2)/8


def mean(expression):
    """Expectation value in the unperturbed 1s state."""
    angular = sp.integrate(sp.expand(expression), (c, -1, 1))/2
    integrand = sp.expand(4*r**2*angular)*sp.exp(-2*r)
    return sp.simplify(sp.integrate(sp.expand(integrand), (r, 0, sp.oo)))


moments = {n: mean(r**n) for n in (2, 3, 4, 5)}
for n, value in moments.items():
    assert value == sp.factorial(n + 2)/sp.Integer(2)**(n + 1)
E1 = mean(V)
E2_l0 = mean((V - E1)*f0)
E2_l2 = mean((V - E1)*f2*P2)
E2 = E2_l0 + E2_l2
E3 = mean(F**2*(V - E1))
rho2_slope = 2*mean(F*r**2*(1 - c**2))
z2_slope = 2*mean(F*r**2*c**2)
assert mean(F) == 0
assert E1 == sp.Rational(1, 4)
assert E2_l0 == sp.Rational(-43, 192)
assert E2_l2 == sp.Rational(-10, 192)
assert E2 == sp.Rational(-53, 192)
assert rho2_slope == sp.Rational(-53, 12)

# ---------- Cartesian tests of the equation and of the gauge ----------
x, y, z, b = sp.symbols("x y z b", real=True)
R = sp.sqrt(x**2 + y**2 + z**2)
F_xyz = F.subs({r: R, c: z/R}, simultaneous=True)
F_compact = sp.Rational(11, 24) - (2*R**2 + (x**2 + y**2)*(2*R + 3))/48
psi0 = sp.exp(-R)
psi1 = F_xyz*psi0
points = [{x: 1, y: 2, z: 2}, {x: 2, y: 3, z: 6}, {x: -1, y: 4, z: 8}]


def laplacian(psi):
    return sum(sp.diff(psi, q, 2) for q in (x, y, z))


def size_at(expression, point):
    return abs(complex(sp.N(expression.subs(point))))


residual = (-laplacian(psi1)/2 - psi1/R + psi1/2
            + ((x**2 + y**2)/8 - sp.Rational(1, 4))*psi0)
for point in points:
    assert size_at(residual, point) < 1e-12
    assert size_at(F_xyz - F_compact, point) < 1e-12

vector_potential = (-b*y/2, b*x/2, sp.Integer(0))


def kinetic_in_field(psi):
    total = 0
    for q, a in zip((x, y, z), vector_potential):
        once = -sp.I*sp.diff(psi, q) + a*psi
        total += -sp.I*sp.diff(once, q) + a*once
    return total/2


for m, psi in ((0, psi1), (1, (x + sp.I*y)*psi0)):
    expanded = (-laplacian(psi)/2 + m*b*psi/2
                + b**2*(x**2 + y**2)*psi/8)
    difference = kinetic_in_field(psi) - expanded
    for point in points:
        assert size_at(difference.subs(b, sp.Rational(3, 10)), point) < 1e-12


# ---------- diagonalization of the full Hamiltonian ----------
def build(n_radial, l_max):
    """Matrices of H0, x^2+y^2, r^2 and the overlap, for m = 0."""
    nodes, weights = roots_laguerre(48)
    rad, weights = nodes/2, weights/2       # integrals with exp(-2r)
    functions, slopes, l_list = [], [], []
    for l in range(0, l_max + 1, 2):
        for n in range(n_radial):
            u = rad**(l + 1)*eval_genlaguerre(n, 2*l + 2, 2*rad)
            du = ((l + 1)/rad - 1)*u
            if n > 0:
                du = du - 2*rad**(l + 1)*eval_genlaguerre(
                    n - 1, 2*l + 3, 2*rad)
            norm = np.sqrt(np.sum(weights*u*u))
            functions.append(u/norm)
            slopes.append(du/norm)
            l_list.append(l)
    U, D, ls = np.array(functions), np.array(slopes), np.array(l_list)
    same_l = (ls[:, None] == ls[None, :]).astype(float)
    overlap = same_l*((U*weights) @ U.T)
    H0 = same_l*(0.5*(D*weights) @ D.T - (U*weights/rad) @ U.T
                 + 0.5*(ls*(ls + 1))[:, None]*((U*weights/rad**2) @ U.T))
    cosines, w_angle = np.polynomial.legendre.leggauss(24)
    Y = np.array([np.sqrt(l + 0.5)*eval_legendre(l, cosines) for l in ls])
    sin2 = (Y*w_angle*(1 - cosines**2)) @ Y.T
    radial_r2 = (U*weights*rad**2) @ U.T
    return H0, radial_r2*sin2, radial_r2*same_l, overlap


def ground(t, matrices):
    H0, rho2, _, overlap = matrices
    H = H0 + t*rho2/8
    energies, vectors = eigh((H + H.T)/2, (overlap + overlap.T)/2)
    return energies[0], vectors[:, 0]


def series_coefficients(matrices, step=0.002, count=6):
    """Coefficients of t, t^2, ... from energies at small t = B^2."""
    k = np.arange(1, count + 1)
    zero_field = ground(0.0, matrices)[0]
    g = [(ground(step*j, matrices)[0] - zero_field)/(step*j) for j in k]
    scaled = np.linalg.solve(np.vander(k.astype(float), increasing=True), g)
    return scaled/step**np.arange(count)


n_radial = 20
full = build(n_radial, 8)
larger = build(n_radial, 10)
only_l0 = build(n_radial, 0)
assert abs(ground(0.0, full)[0] + 0.5) < 1e-11
fit_full = series_coefficients(full)
fit_l0 = series_coefficients(only_l0)
# tolerances cover the higher powers left out of the interpolation and
# rounding errors divided by powers of the small step
assert abs(fit_full[0] - float(E1)) < 1e-7
assert abs(fit_full[1] - float(E2)) < 1e-4
assert abs(fit_full[2] - float(E3)) < 2e-2
assert abs(fit_l0[1] - float(E2_l0)) < 1e-4

block = slice(n_radial, 2*n_radial)         # the l = 2 functions
lowest_d = eigh(full[0][block, block], full[3][block, block],
                eigvals_only=True)[0]
assert abs(lowest_d + 1/18) < 1e-5


def shape(t):
    vector = ground(t, full)[1]
    rho2 = vector @ full[1] @ vector
    return rho2, vector @ full[2] @ vector - rho2


t_small = 1e-5
shape_zero, shape_small = shape(0.0), shape(t_small)
rho2_numeric = (shape_small[0] - shape_zero[0])/t_small
z2_numeric = (shape_small[1] - shape_zero[1])/t_small
assert abs(rho2_numeric - float(rho2_slope)) < 2e-3
assert abs(z2_numeric - float(z2_slope)) < 2e-3

# ---------- worked example ----------
fields = (0.05, 0.1, 0.2, 0.3, 0.5)
rows, basis_change = [], 0.0
for B in fields:
    energy = ground(B**2, larger)[0]
    basis_change = max(basis_change, abs(energy - ground(B**2, full)[0]))
    through4 = -0.5 + float(E1)*B**2 + float(E2)*B**4
    through6 = through4 + float(E3)*B**6
    rows.append((B, energy, through4, through6))
    if B <= 0.1:
        ratio = (energy - through4)/(float(E3)*B**6)
        assert abs(ratio - 1) < 0.15
assert basis_change < 2e-6

tesla = physical_constants["atomic unit of mag. flux density"][0]
hartree_eV = physical_constants["Hartree energy in eV"][0]
print("Atomic units unless another unit is named")
for n, value in moments.items():
    print(f"<r^{n}> in 1s = {value} = {float(value):.4f}")
print("coefficient of B^2:", E1)
print(f"B^4, l=0 part: {E2_l0} = {float(E2_l0):.6f}")
print(f"B^4, l=2 part: {E2_l2} = {float(E2_l2):.6f}")
print(f"B^4, total: {E2} = {float(E2):.6f}")
print(f"B^6, from the same F: {E3} = {float(E3):.6f}")
print(f"B^2 from diagonalization: {fit_full[0]:.7f}")
print(f"B^4 from diagonalization: {fit_full[1]:.5f}")
print(f"B^4 from diagonalization, l=0 only: {fit_l0[1]:.5f}")
print(f"B^6 from diagonalization: {fit_full[2]:.3f}")
print(f"lowest l=2 level at B=0: {lowest_d:.5f} hartree")
print(f"slope of <x^2+y^2> in B^2: {rho2_slope} = {float(rho2_slope):.4f}")
print(f"  from eigenvectors: {rho2_numeric:.3f}")
print(f"slope of <z^2> in B^2: {z2_slope} = {float(z2_slope):.4f}")
print(f"  from eigenvectors: {z2_numeric:.3f}")
print("B | E diagonalized | through B^4 | through B^6 (hartree)")
for B, energy, through4, through6 in rows:
    print(f"{B:.2f} | {energy:.6f} | {through4:.6f} | {through6:.6f}")
print(f"largest change from l<=8 to l<=10: {basis_change:.1e} hartree")
B = 0.1
shift = rows[1][2] + 0.5
print(f"unit of B: {tesla:.5e} T; B = 0.1 is {B*tesla:.4e} T")
print(f"B = 0.1: B^2 term {float(E1)*B**2:.4e} hartree")
print(f"B = 0.1: B^4 term {float(E2)*B**4:.4e} hartree")
print(f"B = 0.1: B^6 term {float(E3)*B**6:.4e} hartree")
print(f"B = 0.1: shift through B^4 {shift:.4e} hartree")
print(f"  the same shift: {shift*hartree_eV:.4e} eV")
B_lab = 10/tesla
print(f"10 T is B = {B_lab:.4e}")
print(f"10 T: B^2 term {float(E1)*B_lab**2:.3e} hartree")
print(f"10 T: B^4 term {float(E2)*B_lab**4:.3e} hartree")
print("every check passed")
```

It prints:

```
Atomic units unless another unit is named
<r^2> in 1s = 3 = 3.0000
<r^3> in 1s = 15/2 = 7.5000
<r^4> in 1s = 45/2 = 22.5000
<r^5> in 1s = 315/4 = 78.7500
coefficient of B^2: 1/4
B^4, l=0 part: -43/192 = -0.223958
B^4, l=2 part: -5/96 = -0.052083
B^4, total: -53/192 = -0.276042
B^6, from the same F: 5581/4608 = 1.211155
B^2 from diagonalization: 0.2500000
B^4 from diagonalization: -0.27604
B^4 from diagonalization, l=0 only: -0.22396
B^6 from diagonalization: 1.211
lowest l=2 level at B=0: -0.05556 hartree
slope of <x^2+y^2> in B^2: -53/12 = -4.4167
  from eigenvectors: -4.416
slope of <z^2> in B^2: -23/24 = -0.9583
  from eigenvectors: -0.958
B | E diagonalized | through B^4 | through B^6 (hartree)
0.05 | -0.499377 | -0.499377 | -0.499377
0.10 | -0.497526 | -0.497528 | -0.497526
0.20 | -0.490382 | -0.490442 | -0.490364
0.30 | -0.479187 | -0.479736 | -0.478853
0.50 | -0.447211 | -0.454753 | -0.435828
largest change from l<=8 to l<=10: 4.0e-10 hartree
unit of B: 2.35052e+05 T; B = 0.1 is 2.3505e+04 T
B = 0.1: B^2 term 2.5000e-03 hartree
B = 0.1: B^4 term -2.7604e-05 hartree
B = 0.1: B^6 term 1.2112e-06 hartree
B = 0.1: shift through B^4 2.4724e-03 hartree
  the same shift: 6.7277e-02 eV
10 T is B = 4.2544e-05
10 T: B^2 term 4.525e-10 hartree
10 T: B^4 term -9.043e-19 hartree
every check passed
```
